# Normalized Dirac–Coulomb bound states and the orthogonality of 1s and 2s

## 1. The lowest state

The lowest bound state of a Dirac electron in the field of a fixed point charge $Z$ is a power of $r$ times one exponential. In Hartree atomic units let $\zeta=Z/c$, and let $W=\varepsilon c^2$ be the energy including the rest energy $c^2$. For $s_{1/2}$ states the radial functions $P$ (large) and $Q$ (small) obey

$$P'=\frac{P}{r}+\Big[c(1+\varepsilon)+\frac{\zeta}{r}\Big]Q,\qquad Q'=-\frac{Q}{r}+\Big[c(1-\varepsilon)-\frac{\zeta}{r}\Big]P,$$

which is the case $\kappa=-1$ of the equations derived in Section 2. Insert $P=p\,r^{\gamma}e^{-\lambda r}$ and $Q=q\,r^{\gamma}e^{-\lambda r}$. The terms in $1/r$ give

$$(\gamma-1)p=\zeta q,\qquad(\gamma+1)q=-\zeta p .$$

Multiplying the two gives $\gamma^2=1-\zeta^2$, which requires $\zeta<1$, and the root $\gamma>0$ is taken (see Section 2); dividing them gives $(q/p)^2=(1-\gamma)/(1+\gamma)$. The remaining terms give

$$-\lambda p=c(1+\varepsilon)q,\qquad-\lambda q=c(1-\varepsilon)p,$$

so $(q/p)^2=(1-\varepsilon)/(1+\varepsilon)$ and $\lambda^2=c^2(1-\varepsilon^2)$. Hence $\varepsilon=\gamma$ and $\lambda=c\zeta=Z$. With $\int_0^\infty r^{2\gamma}e^{-2Zr}dr=\Gamma(2\gamma+1)/(2Z)^{2\gamma+1}$ and $1+(q/p)^2=2/(1+\gamma)$, the condition $\int(P^2+Q^2)dr=1$ gives

$$p^2=\frac{(1+\gamma)(2Z)^{2\gamma+1}}{2\,\Gamma(2\gamma+1)} .$$

Two features persist in every bound state: for $\zeta<1$ the power $r^\gamma$ is not an integer power (in general $\gamma=\sqrt{\kappa^2-\zeta^2}$, which then lies strictly between $|\kappa|-1$ and $|\kappa|$), and the ratio of component weights is $(1-\varepsilon)/(1+\varepsilon)$. What changes is that $\gamma$ depends on $\kappa$, a polynomial factor appears in the radially excited states, and the decay constant becomes $Z/N$, where $N$ is not an integer in general.

## 2. Radial equations and conventions

The Hamiltonian is $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-Z/r$, and the four-component function is

$$\psi=\frac1r\begin{pmatrix}P\,\chi_\kappa\\ iQ\,\chi_{-\kappa}\end{pmatrix},\qquad \boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa,\qquad \sigma_r\chi_\kappa=-\chi_{-\kappa},$$

with orthonormal $\chi_\kappa$ and $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. Since $\sigma_r^2=1$, one has $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$, and therefore

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\chi_\kappa=\frac ir\Big(P'+\frac{\kappa}{r}P\Big)\chi_{-\kappa}.$$

The same identity with $\kappa\to-\kappa$ acts on the lower component. The two rows of $H\psi=W\psi$ become

$$P'=-\frac{\kappa}{r}P+\Big[c(1+\varepsilon)+\frac\zeta r\Big]Q,\qquad Q'=\frac{\kappa}{r}Q+\Big[c(1-\varepsilon)-\frac\zeta r\Big]P. \tag{1}$$

Near the origin the solutions behave as $r^{\pm\gamma}$ with $\gamma=\sqrt{\kappa^2-\zeta^2}$. I assume $0<\zeta<|\kappa|$, so that $\gamma$ is real and positive, and keep the solution $r^{\gamma}$. For $\gamma<1/2$ the function $r^{-\gamma}$ is also square integrable at the origin, so there the choice is a boundary condition that has to be imposed. For $\zeta\ge|\kappa|$ the formulas below do not apply.

## 3. Reduction to Kummer's equation

Bound states are sought in the gap $|\varepsilon|<1$. Define

$$s_\pm=\sqrt{1\pm\varepsilon},\qquad N=\frac{\zeta}{s_+s_-},\qquad \nu=N\varepsilon,\qquad x=\frac{2Zr}{N}.$$

At this point $N$ is not yet quantized; it fixes $|\varepsilon|$, and the sign of $\varepsilon$ is carried by $\nu$. It satisfies $N^2-\nu^2=N^2(1-\varepsilon^2)=\zeta^2$. At large $r$, (1) gives decay as $e^{-\lambda r}$ with $\lambda=cs_+s_-=Z/N$, so $x=2\lambda r$.

Put $P=s_+u$ and $Q=s_-v$. The coefficients simplify because $\zeta s_-/s_+=\zeta s_-^2/(s_+s_-)=N(1-\varepsilon)=N-\nu$, and likewise $\zeta s_+/s_-=N+\nu$. With $d/dr=2\lambda\,d/dx$,

$$\frac{du}{dx}=-\frac{\kappa u}{x}+\Big[\frac12+\frac{N-\nu}{x}\Big]v,\qquad \frac{dv}{dx}=\frac{\kappa v}{x}+\Big[\frac12-\frac{N+\nu}{x}\Big]u .$$

Now let $u=\varphi_1+\varphi_2$ and $v=\varphi_1-\varphi_2$. Half the sum and half the difference of the equations are

$$\varphi_1'=\Big(\frac12-\frac\nu x\Big)\varphi_1-\frac{N+\kappa}{x}\varphi_2,\qquad \varphi_2'=\Big(-\frac12+\frac\nu x\Big)\varphi_2+\frac{N-\kappa}{x}\varphi_1 .$$

Take out the behavior at both ends, $\varphi_1=x^\gamma e^{-x/2}g$ and $\varphi_2=x^\gamma e^{-x/2}f$:

$$xf'=(\nu-\gamma)f+(N-\kappa)g,\qquad xg'=(x-\nu-\gamma)g-(N+\kappa)f. \tag{2}$$

For $N\ne\kappa$, solve the first equation for $g$ and insert it in the second:

$$x^2f''+x(2\gamma+1-x)f'+\big[(x-\nu-\gamma)(\nu-\gamma)+N^2-\kappa^2\big]f=0 .$$

The part of the bracket without $x$ is $-\nu^2+\gamma^2+N^2-\kappa^2=\zeta^2-\zeta^2=0$. Division by $x$ leaves Kummer's equation,

$$xf''+(b-x)f'-af=0,\qquad a=\gamma-\nu,\quad b=2\gamma+1 .$$

Its regular solution is $F(a,b,x)=\sum_k (a)_kx^k/[(b)_kk!]$, with $(a)_k=a(a+1)\cdots(a+k-1)$. Since $k(a)_k=a[(a+1)_k-(a)_k]$, term by term

$$xF'(a,b,x)=a\,[F(a+1,b,x)-F(a,b,x)] .$$

Choose $f=(N-\kappa)F(a,b,x)$. The first equation of (2), where $\nu-\gamma=-a$, then gives $g=aF(a+1,b,x)$.

## 4. Termination and the apparent principal number

If the series for $F(a,b,x)$ does not terminate, its coefficients behave as $[\Gamma(b)/\Gamma(a)]\,k^{a-b}/k!$ at large $k$. The sum grows as $e^xx^{a-b}$, and $\varphi_2$ grows as $e^{x/2}$ times a power. A bound state therefore needs $a=-n_r$ with $n_r=0,1,2,\dots$, that is $\nu=n_r+\gamma$. From $N^2=\nu^2+\zeta^2$,

$$N=\sqrt{n_r^2+2n_r\gamma+\kappa^2},\qquad \varepsilon=\frac{n_r+\gamma}{N}. \tag{3}$$

The usual principal number is $n=n_r+|\kappa|$. Because $\gamma<|\kappa|$, $N<n$ when $n_r\ge1$, and the orbital decays faster than its nonrelativistic counterpart; for $n_r=0$, $N=n$.

The case $N=\kappa>0$, set aside above, gives $\nu^2=\kappa^2-\zeta^2=\gamma^2$.

- If $\nu=\gamma$, then $f$ is a constant $f_0$. A power series for $g$ has $2\gamma g_0=-2\kappa f_0$ and $(k+2\gamma)g_k=g_{k-1}$, so $g=g_0F(1,b,x)$, which grows as $e^xx^{-2\gamma}$ unless $f_0=0$; the factor $e^{-x/2}$ in $\varphi_1$ cannot compensate this. The homogeneous solution $x^{-2\gamma}e^x$ is excluded at the origin.
- If $\nu=-\gamma$, then $f\propto x^{-2\gamma}$ is excluded at the origin. With $f=0$, $g\propto e^x$ is excluded at infinity.

So $n_r=0$ occurs for $\kappa<0$ and not for $\kappa>0$. In all permitted states $N-\kappa>0$.

## 5. Normalization

Write $F_0=F(-n_r,b,x)$ and $F_1=F(1-n_r,b,x)$. With a common constant $A$,

$$\begin{aligned}P&=A\sqrt{1+\varepsilon}\;x^\gamma e^{-x/2}\,[(N-\kappa)F_0-n_rF_1],\\ Q&=-A\sqrt{1-\varepsilon}\;x^\gamma e^{-x/2}\,[(N-\kappa)F_0+n_rF_1].\end{aligned}\tag{4}$$

For $n_r=0$ the $F_1$ term is absent. The integrals needed are $I_{ij}=\int_0^\infty x^{2\gamma}e^{-x}F_iF_j\,dx$. Expanding the derivative by Leibniz' rule shows that

$$x^{2\gamma}e^{-x}F_0=\frac{\Gamma(b)}{\Gamma(b+n_r)}\frac{d^{n_r}}{dx^{n_r}}\big(x^{n_r+2\gamma}e^{-x}\big),$$

since the term with $j$ derivatives on the exponential is $\binom{n_r}{j}(-1)^j\,\frac{\Gamma(b+n_r)}{\Gamma(b+j)}x^{2\gamma+j}e^{-x}$ and $\binom{n_r}{j}(-1)^j=(-n_r)_j/j!$.

Multiply by a polynomial and integrate by parts $n_r$ times. The boundary terms vanish, and all $n_r$ derivatives fall on the polynomial. Since $F_1$ has degree $n_r-1$, $I_{01}=0$. The leading coefficient of $F_0$ is $(-1)^{n_r}\Gamma(b)/\Gamma(b+n_r)$, so

$$I_{00}=\frac{n_r!\,\Gamma(b)^2}{\Gamma(b+n_r)},\qquad I_{11}=\frac{(n_r-1)!\,\Gamma(b)^2}{\Gamma(b+n_r-1)}=\frac{n_r+2\gamma}{n_r}I_{00}.$$

The second follows from the first by $n_r\to n_r-1$. With $dr=(N/2Z)dx$ and no cross term, $\int P^2dr=(1+\varepsilon)S$ and $\int Q^2dr=(1-\varepsilon)S$, where

$$S=\frac{NA^2}{2Z}\big[(N-\kappa)^2+n_r(n_r+2\gamma)\big]I_{00}.$$

By (3), $n_r(n_r+2\gamma)=N^2-\kappa^2$, so the bracket is $(N-\kappa)(N-\kappa+N+\kappa)=2N(N-\kappa)$. Unit norm means $2S=1$, hence

$$A=\frac{1}{\Gamma(2\gamma+1)}\sqrt{\frac{Z\,\Gamma(2\gamma+1+n_r)}{2N^2(N-\kappa)\,n_r!}}. \tag{5}$$

Also $\int P^2dr=(1+\varepsilon)/2$ and $\int Q^2dr=(1-\varepsilon)/2$, so $\langle\beta\rangle=\varepsilon$. For $n_r=0$, $\kappa=-1$, (4) and (5) return Section 1: $4A^2(1+\gamma)(2Z)^{2\gamma}=p^2$.

## 6. The $n=2$, $j=1/2$ states and the nonrelativistic limit

For $n_r=1$ and $|\kappa|=1$, $F_0=1-x/b$, $F_1=1$ and $N^2=2(1+\gamma)$. Therefore $\varepsilon=(1+\gamma)/N=N/2$ for both signs of $\kappa$. The square brackets in (4) are:

- $2s_{1/2}$ ($\kappa=-1$): $N-(N+1)x/b$ in $P$, and $N+2-(N+1)x/b$ in $Q$.
- $2p_{1/2}$ ($\kappa=+1$): $N-2-(N-1)x/b$ in $P$, and $N-(N-1)x/b$ in $Q$.

The energies coincide, but $A$ differs through $N-\kappa$.

Let $c\to\infty$ at fixed $Z$. Then $\gamma\to1$, $b\to3$, $N\to2$, $\varepsilon\to1$ and $x\to Zr$. For $2s$, (5) gives $A^2\to Z/16$, and

$$P_{2s}\to\sqrt2\,\frac{\sqrt Z}{4}\,Zr\,(2-Zr)e^{-Zr/2}=\frac{Z^{3/2}}{\sqrt2}\,r\Big(1-\frac{Zr}{2}\Big)e^{-Zr/2}.$$

For $2p_{1/2}$, $A^2\to3Z/16$ and $P\to-Z^{5/2}r^2e^{-Zr/2}/(2\sqrt6)$. These are the normalized Schrödinger functions, with an overall minus sign in the second.

## 7. Orthogonality

For two states of the same $\kappa$, (1) gives

$$\frac{d}{dr}(P_1Q_2-Q_1P_2)=\frac{W_1-W_2}{c}(P_1P_2+Q_1Q_2),$$

because the terms in $\kappa$ cancel. The left side integrates to zero: the functions decay at infinity, and each of the products $P_1Q_2$ and $Q_1P_2$ vanishes as $r^{2\gamma}$ at the origin. By (3), $\varepsilon=\nu/\sqrt{\nu^2+\zeta^2}$ increases with $n_r$, so the energies differ and the overlap vanishes. The argument needs the same boundary condition for both states; a product $r^\gamma r^{-\gamma}$ could leave a constant at the origin.

The $1s$–$2s$ overlap can be followed explicitly. From here on $N$ belongs to $2s$; $1s$ has $N=1$, $\varepsilon=\gamma$, and both its brackets equal 2. Both products contain the weight $r^{2\gamma}e^{-\sigma r}$ with $\sigma=Z(1+1/N)=Z(N+1)/N$. The mean of $r$ with this weight is $b/\sigma$, so

$$\Big\langle\frac{(N+1)x}{b}\Big\rangle=\frac{N+1}{b}\,\frac{2Z}{N}\,\frac{bN}{Z(N+1)}=2 .$$

The $2s$ brackets average to $N-2$ and $N$. The two minus signs in front of $Q$ cancel in $Q_1Q_2$. With a common positive factor $K$,

$$\int P_1P_2\,dr=K\sqrt{(1+\gamma)(1+\tfrac N2)}\,(N-2),\qquad \int Q_1Q_2\,dr=K\sqrt{(1-\gamma)(1-\tfrac N2)}\,N .$$

Insert $1+\gamma=N^2/2$ and $1-\gamma=(4-N^2)/2=(2-N)(2+N)/2$. The first square root is $\frac N2\sqrt{2+N}$ and the second is $\frac12(2-N)\sqrt{2+N}$. The integrals are $\mp K\frac N2(2-N)\sqrt{2+N}$, and their sum is zero.

The factor is $K=2A_1A_2(2Z)^{2\gamma}N^{-\gamma}\,\Gamma(b)/\sigma^{b}$. From (5), $A_1^2=Z/[4\Gamma(b)]$ and $A_2^2=Zb/[2N^2(N+1)\Gamma(b)]$, so $2A_1A_2\Gamma(b)=(Z/N)\sqrt{b/[2(N+1)]}$. Collecting powers,

$$\int P_1P_2\,dr=-2^{2\gamma-1}\sqrt{\frac{2\gamma+1}{2(N+1)}}\;\frac{N^{\gamma+1}(2-N)\sqrt{2+N}}{(N+1)^{2\gamma+1}} . \tag{6}$$

For small $\zeta$, $N\simeq2-\zeta^2/4$, and (6) becomes $-(2\sqrt2/27)\zeta^2$. Orthogonality of the large components alone is thus lost at order $\zeta^2$.

## 8. Numbers for hydrogen-like rhenium

Take Re$^{74+}$, $Z=75$, with one electron and a point nucleus. Finite nuclear size, recoil and radiative corrections are left out, so the digits below serve to compare implementations of this model. They are not those of the real ion: a uniformly charged nucleus of rms radius 5.3 to 5.4 fm raises the $1s$ level by about 1.2 hartree and the $2s$ level by about 0.2 hartree and shifts the large-component overlap by about $3\times10^{-5}$, and recoil, of order $|W-c^2|/M$, is about 0.01 hartree for $1s$. With $c=137.035999$, $\zeta=0.547301$ and $\gamma=\sqrt{1-\zeta^2}=0.836936$.

For $2s$, $N=\sqrt{2(1.836936)}=1.916734$ and $\varepsilon=N/2=0.958367$. The energy relative to $c^2$ is best computed from

$$W-c^2=-\frac{Z^2}{N(N+n_r+\gamma)}, \tag{7}$$

which follows from $1-\varepsilon=(N-\nu)/N=\zeta^2/[N(N+\nu)]$. It gives

- $1s$: $-5625/1.836936=-3062.17$ hartree;
- $2s$: $-5625/(1.916734\times3.753670)=-781.82$ hartree.

The Schrödinger values $-Z^2/2$ and $-Z^2/8$ are $-2812.5$ and $-703.1$ hartree. Relative to these, binding increases by 9% for $1s$ and 11% for $2s$. Expanding (7) to first order in $\zeta^2$ gives relative increases $\zeta^2/4$ and $5\zeta^2/16$, or 7% and 9%, in the same order.

Equation (5) gives $A_{1s}=3.520206$ bohr$^{-1/2}$. The ratio of constants is

$$\frac{A_{2s}}{A_{1s}}=\sqrt{\frac{2(2\gamma+1)}{N^2(N+1)}}=\sqrt{\frac{5.347744}{3.673872\times2.916734}}=0.70644,$$

so $A_{2s}=2.4868$ bohr$^{-1/2}$. The small component carries $(1-\varepsilon)/2$ of the norm: 8.2% in $1s$ and 2.1% in $2s$.

In the overlap, the averaged $2s$ brackets are $N-2=-0.083266$ and $N=1.916734$. Equation (6) gives $-0.033602$ for the large components, and the small components contribute $+0.033602$. The large bracket nearly averages out, whereas the small one does not; the small prefactor $\sqrt{(1-\gamma)(1-N/2)}$ brings the two contributions to equal size. The leading estimate $-(2\sqrt2/27)\zeta^2=-0.031$ is already close to (6). A code that drops $Q$ from its scalar product would find an overlap of $-0.034$ for these two states with the normalization (5), and $-0.033602/\sqrt{0.918468\times0.979184}=-0.035$ if it also normalizes $P$ alone.

## 9. Evaluation

1. Compute $\gamma$, $N$ and $\varepsilon$ from (3). Take $1-\varepsilon$ as $\zeta^2/[N(N+n_r+\gamma)]$, since direct subtraction loses digits for small $\zeta$.
2. Sum $F_0$ and $F_1$ as finite series. For $n_r=0$ skip $F_1$: it would be $F(1,b,x)$, which can overflow before it is multiplied by zero.
3. For large $n_r$ use logarithms of the gamma functions in (5), and enough working precision for the alternating terms in the polynomials: summed in double precision at $x\approx2n_r$ with $b\approx2.7$, $F_0$ has a relative error near $10^{-12}$ for $n_r=10$ and $10^{-3}$ for $n_r=30$, and no correct digit for $n_r=60$.
4. For $\kappa>0$, $N-\kappa=n_r(n_r+2\gamma)/(N+\kappa)$ avoids cancellation when $\kappa$ is large.
5. Keep the relative sign of $P$ and $Q$ in (4). It belongs to the convention $iQ\chi_{-\kappa}$ of Section 2; the common sign of both is free.
